# First-order Coulomb attraction of an electron-hole pair in a spherical dot

## Definitions and conventions

An electron of mass $m_e$ and a hole of mass $m_h$ move in a sphere of radius $R$. The symbol $e>0$ is the elementary charge, $\epsilon=\epsilon_r\epsilon_0$ is the permittivity of the dot, and $E_g$ is the bulk gap. Energies are in SI form. Lengths are often measured in units of $R$:

$$x=\frac{r_e}{R},\qquad y=\frac{r_h}{R},\qquad s=\frac{|\mathbf r_e-\mathbf r_h|}{R}.$$

The reduced mass, confinement unit, Bohr radius and coupling strength are

$$\frac1\mu=\frac1{m_e}+\frac1{m_h},\quad U=\frac{\hbar^2}{2\mu R^2},\quad a_B=\frac{4\pi\epsilon\hbar^2}{\mu e^2},\quad g=\frac{e^2/(4\pi\epsilon R)}{U}=\frac{2R}{a_B}.$$

The sine integral is $\mathrm{Si}(z)=\int_0^z(\sin t/t)\,dt$.

**Assumptions.** (i) Both bands are isotropic and parabolic. (ii) The envelope functions vanish at $r=R$. (iii) The permittivity is $\epsilon$ inside and outside. (iv) Electron-hole exchange is neglected. Inside the sphere the Hamiltonian is then

$$H=E_g-\frac{\hbar^2}{2m_e}\nabla_e^2-\frac{\hbar^2}{2m_h}\nabla_h^2-\frac{e^2}{4\pi\epsilon|\mathbf r_e-\mathbf r_h|}.$$

## Theorem

With both particles in the lowest state of the well, the first-order Coulomb energy is

$$E^{(1)}=-C\,\frac{e^2}{4\pi\epsilon R},\qquad C=2-\frac{\mathrm{Si}(2\pi)}{\pi}+\frac{\mathrm{Si}(4\pi)}{2\pi}=1.786\ldots$$

The attraction has magnitude $1.786\,e^2/(4\pi\epsilon R)$; the energy shift is negative. The coefficient is independent of both masses.

### Lemma 1: the lowest state

*For either particle, $\psi(r)=\sin(\pi r/R)/(r\sqrt{2\pi R})$, with energy $\hbar^2\pi^2/(2mR^2)$.*

*Proof.* Write $\psi=u(r)/r$ for an s-wave. Since $\nabla^2(u/r)=u''/r$ for $r>0$, the Schrödinger equation is $-\hbar^2u''/(2m)=Eu$. A nonzero $u(0)$ would make $\psi\sim1/r$, whose Laplacian contains a delta function that nothing in the equation balances, so $u(0)=0$ and $u=A\sin kr$. The wall requires $kR=n\pi$, and the lowest nonzero solution has $n=1$.

For angular momentum $l\ge1$ the radial energy contains the extra positive term $\hbar^2l(l+1)/(2mr^2)$. Its minimum therefore lies above the s-wave minimum, and the state found is the lowest. Normalization gives

$$1=4\pi A^2\int_0^R\sin^2\frac{\pi r}{R}\,dr=2\pi A^2R,\qquad A=\frac1{\sqrt{2\pi R}}.\qquad\square$$

The mass enters the energy but not the wave function. Both particles have the radial probability density

$$p(x)=4\pi r^2|\psi|^2R=2\sin^2\pi x=1-\cos2\pi x,\qquad \int_0^1p\,dx=1.$$

### Lemma 2: the angular average

*For fixed $x,y$ and independent, uniformly distributed directions, the average of $1/s$ is $1/\max(x,y)$.*

*Proof.* Let $\gamma$ be the angle between the position vectors. From $s^2=x^2+y^2-2xy\cos\gamma$ it follows that $s\,ds=xy\sin\gamma\,d\gamma$. Hence

$$\frac12\int_0^\pi\frac{\sin\gamma\,d\gamma}{s}=\frac1{2xy}\int_{|x-y|}^{x+y}ds=\frac{x+y-|x-y|}{2xy}=\frac{\min(x,y)}{xy}=\frac1{\max(x,y)}.\qquad\square$$

### Proof of the theorem

Without the Coulomb term the lowest orbital pair state is the product $\Psi_0=\psi(r_e)\psi(r_h)$, and it is unique. Any spin degeneracy is harmless because the Coulomb term does not act on spin. The first-order energy is thus the expectation value in $\Psi_0$. By Lemma 2,

$$C=\left\langle\frac1s\right\rangle=\int_0^1\!dx\int_0^1\!dy\,\frac{p(x)p(y)}{\max(x,y)}.$$

The regions $y<x$ and $y>x$ contribute equally, as exchanging the names of the variables shows. In the first region the maximum is $x$, so

$$C=2\int_0^1\frac{p(x)}xP(x)\,dx,\qquad P(x)=\int_0^xp(y)\,dy=x-\frac{\sin2\pi x}{2\pi}.$$

Multiplying out,

$$C=2\int_0^1\left[1-\cos2\pi x-\frac{\sin2\pi x}{2\pi x}+\frac{\sin2\pi x\cos2\pi x}{2\pi x}\right]dx.$$

The first two terms integrate to 1. The substitution $t=2\pi x$ gives $\int_0^1\sin(2\pi x)/x\,dx=\mathrm{Si}(2\pi)$. In the last term $\sin2\pi x\cos2\pi x=\frac12\sin4\pi x$, so its integral without the factor $1/2\pi$ is $\frac12\mathrm{Si}(4\pi)$. Therefore

$$C=2\left[1-\frac{\mathrm{Si}(2\pi)}{2\pi}+\frac{\mathrm{Si}(4\pi)}{4\pi}\right],$$

which is the stated form. With $\mathrm{Si}(2\pi)=1.418152$ and $\mathrm{Si}(4\pi)=1.492161$,

$$C=2-0.451412+0.237485=1.786073.\qquad\square$$

**Remark 1: a check in Fourier space.** Use $1/s=(2\pi^2)^{-1}\int d^3Q\,e^{i\mathbf Q\cdot\mathbf s}/Q^2$, where $\mathbf s=(\mathbf r_e-\mathbf r_h)/R$. Each spherical density contributes the factor $F(Q)=\int_0^1p(x)\sin(Qx)/(Qx)\,dx$. Since $d^3Q=4\pi Q^2dQ$ for an isotropic integrand,

$$C=\frac2\pi\int_0^\infty F(Q)^2\,dQ.$$

Numerical integration of this expression, which does not use Lemma 2, also gives 1.786073.

**Remark 2: other hole densities.** The electron produces the dimensionless potential

$$v(x)=\frac{P(x)}x+\int_x^1\frac{p(y)}y\,dy,\qquad v'(x)=-\frac{P(x)}{x^2}<0.$$

For any normalized radial hole density $p_h$ inside the sphere, the coefficient becomes $\int_0^1p_hv\,dx$. It equals $v(1)=1$ for a hole at the surface and reaches its largest value, $v(0)=\int_0^1(1-\cos2\pi y)/y\,dy$, for a hole at the centre. The number 1.786 belongs to two 1S densities, not to every confined pair.

## Corollary: the pair energy

Adding the two confinement energies gives the Brus formula for uniform permittivity:

$$E=E_g+\frac{\hbar^2\pi^2}{2\mu R^2}-C\frac{e^2}{4\pi\epsilon R}=E_g+U(\pi^2-Cg).$$

Confinement grows as $R^{-2}$ and attraction as $R^{-1}$. The attraction becomes relatively less important in a small dot even though its absolute size grows. First order is safe when the attraction is small compared with the level spacings of both particles. For comparable masses this means small $g$; a very heavy hole has closely spaced levels, so meeting the condition takes a still smaller $g$. The condition is cautious, because a uniform part of the attraction shifts the levels without mixing them. When instead $R\gg a_B$, the pair forms a bulk exciton with energy near $E_g-\mathrm{Ry}$, where $\mathrm{Ry}=\hbar^2/(2\mu a_B^2)$. The first-order formula tends to $E_g$ instead and misses this binding.

## Proposition 1: correlation lowers the energy

*For every $b\ge0$, the ground energy of $H$ satisfies*

$$E\le E_g+U\left[\pi^2+b^2-g\,\frac{\langle e^{-2bs}/s\rangle}{\langle e^{-2bs}\rangle}\right],$$

*where averages are taken over $\Psi_0^2$.*

*Proof.* Use the trial function $\Psi_0f$, with $f=e^{-bs}$. For either particle,

$$|\nabla(\Psi_0f)|^2=\nabla\Psi_0\cdot\nabla(\Psi_0f^2)+\Psi_0^2|\nabla f|^2.$$

Integrate the first term by parts. The surface term vanishes at the wall, and $-\nabla^2\Psi_0=(\pi/R)^2\Psi_0$. The second term has $|\nabla f|^2=b^2f^2/R^2$. After division by the norm, the kinetic energy is $\hbar^2(\pi^2+b^2)/(2mR^2)$ for each particle. The two sum to $U(\pi^2+b^2)$, and the Coulomb average supplies the last term. $\square$

At $b=0$ the right side is the first-order result, which is thus an upper bound to the energy of this model. For small $b$ the ratio of averages is

$$\frac{C-2b}{1-2b\langle s\rangle}+O(b^2)=C+2bK+O(b^2),\qquad K=C\langle s\rangle-1.$$

The Cauchy-Schwarz inequality gives $\langle s\rangle\langle1/s\rangle\ge1$, with strict inequality because $s$ varies, so $K>0$. Minimizing $b^2-2gKb$ gives $b=gK$ and a further lowering $Ug^2K^2=4K^2\,\mathrm{Ry}$ at leading order. This lowering does not depend on $R$, whereas the first-order attraction grows as $1/R$.

The trial result depends on the masses through $\mu$ alone. To include the mass ratio, one can diagonalize $H$ in pair states of zero total angular momentum. Their angular parts are $\sqrt{2l+1}\,P_l(\cos\gamma)/(4\pi)$, with $P_l$ a Legendre polynomial. The expansion $1/s=\sum_k(\min^k/\max^{k+1})P_k(\cos\gamma)$, with minimum and maximum taken over $x,y$, gives the angular matrix elements

$$\sqrt{(2l+1)(2l'+1)}\;\frac12\int_{-1}^1P_lP_kP_{l'}\,d(\cos\gamma),$$

each multiplied by its radial integral. The slope of the resulting energy at $g=0$ gives $C=1.78611$, in agreement with the theorem to the accuracy of the radial quadrature.

## Proposition 2: a dielectric step at the surface

*Let the permittivity be $\epsilon_{in}$ inside and $\epsilon_{out}$ outside. To first order the surface adds*

$$E_{pol}=\frac{e^2}{4\pi\epsilon_{in}R}\sum_{l=1}^\infty A_l\int_0^1p(x)x^{2l}dx,\qquad A_l=\frac{(l+1)(\epsilon_{in}-\epsilon_{out})}{l\epsilon_{in}+(l+1)\epsilon_{out}}.$$

*Proof.* Put a charge $q$ at radius $xR$ inside. In units of $q/(4\pi\epsilon_{in}R)$, the $l$th multipole at radius $\rho R$, with $\rho>x$, is $x^l(\rho^{-l-1}+A_l\rho^l)$ inside and $x^lB_l\rho^{-l-1}$ outside. Continuity of the potential and of the normal displacement at $\rho=1$ requires

$$1+A_l=B_l,\qquad \epsilon_{in}[-(l+1)+lA_l]=-\epsilon_{out}(l+1)B_l.$$

Eliminating $B_l$ gives the stated $A_l$.

A charge interacts with its own image potential with a factor $\frac12$, because that potential grows in proportion to the charge as it is assembled. In units of $e^2/(4\pi\epsilon_{in}R)$ the image energy is

$$\sum_lA_l\left[\frac{x^{2l}+y^{2l}}2-x^ly^lP_l(\cos\gamma)\right].$$

For two s-states the average of $P_l(\cos\gamma)$ vanishes when $l\ge1$. At $l=0$ the bracket is $\frac12+\frac12-1=0$. The self-energies with $l\ge1$ remain. $\square$

When $\epsilon_{in}>\epsilon_{out}$, $E_{pol}$ is positive. The image part of the pair attraction alone, $-A_0e^2/(4\pi\epsilon_{in}R)$, can be large, but the two $l=0$ self-energies cancel it. The coefficient 1.786 therefore describes the direct interaction, not the whole electron-hole interaction in a dot with a dielectric step.

## Example: a direct-valley pair in germanium

Take a Ge nanocrystal of radius 6.0 nm in silicon dioxide at 77 K. Rough typical inputs are $m_e=0.04\,m_0$, $m_h=0.33\,m_0$ (heavy hole), $\epsilon_r=16$ and a direct gap of 0.90 eV. The electron is in the $\Gamma$ valley, whose isotropic mass suits Lemma 1. It is the lowest state of that valley, not of the whole dot, because the L valleys lie lower.

The reduced mass is $0.0357\,m_0$ and $a_B=23.7$ nm. The two energy units are $U=29.665$ meV and $e^2/(4\pi\epsilon R)=15.000$ meV, so $g=15.000/29.665=0.506$. The Coulomb shift is

$$E^{(1)}=-1.786\times15.000\ \text{meV}=-26.8\ \text{meV}.$$

The electron and hole confinement energies are 261.1 and 31.7 meV. Hence

$$E=0.9000+0.2611+0.0317-0.0268=1.166\ \text{eV}.$$

The attraction is about 9% of the confinement energy. The trial function lowers the energy by a further 0.49 meV, at $b=0.131$. Diagonalization with 216 pair states lowers it by 0.74 meV; enlarging the basis from 64 to 216 states changed this by 0.01 meV. At the same $g$, the ratio of the diagonalized to the trial lowering is about 1.1 for equal masses and about 1.5 for the Ge masses. Unequal masses thus strengthen correlation here, but it remains about 3% of the first-order attraction.

With $\epsilon_{out}=4$, $A_0=3$. The image attraction of $-45.0$ meV cancels against self-energies of $+45.0$ meV, and $E_{pol}=7.3$ meV remains. The direct attraction and polarization together give $-26.8+7.3=-19.5$ meV. The value 4 is close to the static permittivity of the oxide; a high-frequency value of about 2.1 would raise $E_{pol}$ to 9.9 meV, so the choice matters at the level of a few meV.

### Finite walls

For a finite barrier $V$ with mass $m_{out}$ outside, take $u=\sin kx$ inside and $u\propto e^{-\kappa(x-1)}$ outside, where $\kappa^2=2m_{out}R^2(V-E)/\hbar^2$ and $E$ is the single-particle level. Continuity of $\psi$ and $\psi'/m$, with $\psi\propto u/x$, gives

$$k\cot k=1-\frac m{m_{out}}(1+\kappa).$$

The hard-wall value $k=\pi$ is approached when $(m/m_{out})(1+\kappa)\gg1$; a barrier much higher than the level is not enough if the inside mass is small. With rough barriers of 3 eV for the electron and 4 eV for the hole, and $m_{out}=0.4\,m_0$, the electron level falls from 261.1 to 147.5 meV and the hole level from 31.7 to 29.8 meV. The coefficient becomes 1.55 and the direct Coulomb shift $-23.2$ meV.

### Mixed hole bands

Near the valence edge a hole has band angular momentum $3/2$. An s-wave contains its four projections along the direction of motion equally: two heavy and two light. It is therefore half heavy and half light. In the spherical four-band model it mixes with one d-wave of the same total angular momentum $3/2$, so orthogonality makes the heavy and light combinations equal-weight sums with opposite relative signs. At equal energy the wavenumbers are $\phi$ and $\sqrt\beta\phi$, where $\beta=m_{lh}/m_h$. The radial functions, with spherical Bessel functions $j_l$ and a constant $M$ fixed by the wall condition, are

$$R_0=j_0(\phi x)-Mj_0(\sqrt\beta\phi x),\qquad R_2=j_2(\phi x)+Mj_2(\sqrt\beta\phi x).$$

Both vanish at the wall if

$$j_0(\phi)j_2(\sqrt\beta\phi)+j_2(\phi)j_0(\sqrt\beta\phi)=0.$$

For a light-hole mass of $0.043\,m_0$ the first root is $\phi=5.437$. The hole level rises by the factor $(\phi/\pi)^2$, from 31.7 to 94.8 meV. The electron density is spherical, so Remark 2 applies to $p_h\propto x^2(R_0^2+R_2^2)$. It gives a coefficient of 1.88 and a shift of $-28.2$ meV.

### Limits for a real dot

The material and barrier parameters are rough. Of the assumptions varied here, the hard wall affects the energy most. Replacing it, with the other assumptions held fixed, lowers the two levels by 115.5 meV together and weakens the attraction by 3.6 meV. The transition therefore falls by about 112 meV, more than four times the Coulomb shift. This figure depends on the rough barrier mass: it is 87 meV for $m_{out}=0.2\,m_0$ and 146 meV for $m_{out}=m_0$. Hole-band mixing with hard walls raises the transition by about 62 meV, again including the change in attraction. Nonparabolicity, estimated from $E(1+E/E_g)=\hbar^2\pi^2/(2m_eR^2)$ with hard walls, lowers the electron level by about 50 meV. These changes are not additive, so 1.166 eV is a model energy, not a predicted spectral line.

Temperature and valley transfer also limit the assumed state. The simple-band hole 1P level lies 33.1 meV above 1S. Its threefold orbital degeneracy gives a thermal population ratio $3e^{-33.1/6.64}=0.02$ at 77 K, but 0.83 at 300 K. Band mixing makes this estimate far too favourable. In the four-band model with hard walls, the lowest odd-parity hole level lies only about 3 meV above the level found above, less than the thermal energy at 77 K. Even the order of the two levels is not settled by that model, because it omits the split-off band, which is only about 0.29 eV away in Ge. Including this band, still with hard walls, puts the odd-parity level about 11 meV below the even one for spherical bands, and about 9 meV below with the cubic Luttinger parameters $\gamma_1,\gamma_2,\gamma_3=13.38,\,4.24,\,5.69$. For a rough $\Gamma$-to-L transfer time $\tau=0.2$ ps, the lifetime width $\hbar/\tau$ is 3.3 meV, larger than the correlation correction. The two-1S result is therefore a simple-band approximation to the pair created by direct absorption into the even-parity hole level, and it represents the envelope of that hole only roughly. In the four-band model the d-wave carries 32% of the norm, the s-wave part $R_0$ is not of the 1S form either, and the squared overlap of the hole envelope with the 1S function is 0.47. It does not give the average energy of pairs whose holes have thermalized. A hole in the odd-parity level has no s-wave part, so its envelope has no overlap with that of the 1S electron.

## Computed results

```
Si(2 pi) = 1.418152; Si(4 pi) = 1.492161 (dimensionless)
C, closed form = 1.786073 (dimensionless)
C, Fourier integral = 1.786073 (dimensionless)
C, slope of diagonalized energy = 1.78611 (dimensionless)
Radius = 6.0 nm; temperature = 77 K
Electron, heavy-hole, light-hole mass = 0.04, 0.33, 0.043 m0
Reduced mass = 0.03568 m0
Relative permittivity inside, outside = 16, 4
Direct gap = 0.90 eV
Exciton Bohr radius = 23.73 nm; g = 0.5056 (dimensionless)
Effective Rydberg = 1.896 meV
Energy unit hbar^2/(2 mu R^2) = 29.665 meV
Coulomb unit e^2/(4 pi eps R) = 15.000 meV
Electron confinement = 261.13 meV
Hole confinement = 31.65 meV
First-order Coulomb shift = -26.79 meV
Model transition energy = 1.1660 eV
Trial-function parameter b = 0.1309 (dimensionless)
Correlation shift, trial function = -0.489 meV
Correlation shift, diagonalization = -0.736 meV
Change from smaller basis = -0.010 meV
Basis sizes, small and large = 64, 216 states
Diagonalized/trial correlation, equal masses = 1.112
Image l=0 pair attraction = -45.00 meV
Image l=0 self-energies, sum = 45.00 meV
Remaining polarization energy = 7.33 meV
Barriers, electron and hole = 3.0, 4.0 eV
Mass in barrier = 0.4 m0
Finite-barrier electron level = 147.48 meV
Finite-barrier electron level, grid = 147.48 meV
Finite-barrier hole level = 29.76 meV
C with finite barriers = 1.5454 (dimensionless)
Coulomb shift, finite barriers = -23.18 meV
Four-band hole: phi = 5.4367; d-wave share = 0.322
Four-band hole level = 94.79 meV
C with four-band hole = 1.8811 (dimensionless)
Coulomb shift, four-band hole = -28.22 meV
Electron level with nonparabolicity = 211.45 meV
Simple-band hole 1S-1P spacing = 33.10 meV
kT at 77 K, 300 K = 6.64, 25.85 meV
Hole 1P/1S population at 77 K, 300 K = 0.0204, 0.834
Valley-transfer time = 0.2 ps
Valley-transfer broadening = 3.29 meV
```
